# Electric field gradient and quadrupole coupling of the deuteron in HD, part 2

The problem is the electric field gradient \(q\) at the deuteron D (spin \(I=1\)) in HD, and its quadrupole coupling constant \(C_Q=eQq/h\). D is at the origin and the proton at \(z=R\). Hartree atomic units are used unless others are shown. The treatment is nonrelativistic and Born–Oppenheimer; \(\rho\) is the electron number density, the same for H\(_2\) and HD at given \(R\). \(V\) is the potential of all charges except the deuteron, and \(V_{ab}=\partial_a\partial_bV\) at D has traceless part \(\tilde V_{ab}\). A program checks the results.

From (a), with \(Q_{ab}\) the nuclear quadrupole tensor,
\[
E_Q=\tfrac16\sum_{ab}\tilde V_{ab}Q_{ab},\qquad \tilde V=q\,\mathrm{diag}(-\tfrac12,-\tfrac12,1),\qquad q=V_{zz}-\tfrac13\nabla^2V .
\]
Also \(P_2(u)=\frac12(3u^2-1)\).

From (b), \(Q_{ab}\) is \(eQ\) times \(\tfrac32(I_aI_b+I_bI_a)-\delta_{ab}\mathbf I^2\), with \(\mathbf I^2=2\). The levels are \(E_{\pm1}=+\frac14hC_Q\) and \(E_0=-\frac12hC_Q\).

From (c), \(C_Q/\text{MHz}=k\,(Q/\text{barn})(q/\text{a.u.})\) with \(k=234.96\); the atomic unit of gradient is \(9.7173624\times10^{21}\) V/m\(^2\).

From (d), \(q=q_{\rm nuc}+q_{\rm el}\), where \(q_{\rm nuc}=2/R^3\) and
\[
q_{\rm el}=-\int_0^\infty\!\frac{dr}{r}\int\!d\Omega\,\rho(\mathbf r)\,(3\cos^2\theta-1),\qquad V_{zz}=q+\tfrac{4\pi}{3}\rho(\mathrm D).
\]
Density spherical about D contributes nothing to \(q_{\rm el}\).

From (e), the promolecule is two undisturbed 1s atoms, \(\rho=\rho_{\rm D}+\rho_{\rm H}\), with
\[
1-f_{\rm pro}=e^{-2R}\big(1+2R+2R^2+\tfrac43R^3\big),\qquad q_{\rm pro}=e^{-2R}\Big(\frac83+\frac4R+\frac4{R^2}+\frac2{R^3}\Big),
\]
so \(0<f_{\rm pro}<1\) at every \(R\). At 1.4 bohr, \(q_{\rm el}=-0.22454\) and \(q_{\rm pro}=0.5043\).

Part (f) sets up full configuration interaction (FCI) for the two electrons, finds the cancelled fraction \(f=-q_{\rm el}/q_{\rm nuc}\), and decides whether "near cancellation" describes it. Part (g) averages over the nuclear motion and gives \(C_Q\).

Data: at \(R=1.4\) bohr, FCI gives \(q_{\rm el}=-0.38258\), \(-0.38715\) and \(-0.38930\) in the cc-pVTZ, cc-pVQZ and cc-pV5Z bases (TZ, QZ, 5Z). In TZ, \(q'=-1.1884\) and \(q''=4.142\) there, and the state \(v=0\), \(J=1\) has \(\langle x\rangle=0.04596\), \(\langle x^2\rangle=0.02641\) with \(x=R-1.4\), and \(\langle q\rangle=0.34068\). The deuteron moment is \(Q\approx0.0029\) barn, good to two figures.

### (f) The correlated density

The singlet spin function is antisymmetric, so the spatial function \(\Psi=\sum_{pq}C_{pq}\varphi_p(\mathbf r_1)\varphi_q(\mathbf r_2)\), in real orthonormal orbitals, has \(C_{pq}=C_{qp}\) and \(\sum C_{pq}^2=1\). The electronic Hamiltonian is \(h(1)+h(2)+1/r_{12}\), with \(h\) the kinetic energy plus attraction to both nuclei. Projecting the Schrödinger equation on \(\varphi_p(\mathbf r_1)\varphi_q(\mathbf r_2)\) and using orthonormality in the one-electron terms,
\[
\sum_rh_{pr}C_{rq}+\sum_sC_{ps}h_{sq}+\sum_{rs}(pr|qs)\,C_{rs}=E\,C_{pq},
\]
where \((pr|qs)=\iint\varphi_p\varphi_r(\mathbf r_1)\,r_{12}^{-1}\,\varphi_q\varphi_s(\mathbf r_2)\). The lowest solution is exact within the basis. Integrating out one electron gives \(\rho=2\int\Psi^2d^3r_2=\sum_{pr}D_{pr}\varphi_p\varphi_r\) with \(D=2CC^{\mathsf T}\). To evaluate the gradient without a singular kernel, substitute \(\mathbf r'=\mathbf r+\mathbf u\), so that \(V_{\rm el}(\mathbf r)=-\int\rho(\mathbf r+\mathbf u)\,u^{-1}d^3u\). The derivatives then act on the smooth Gaussian products: \(\partial_a\partial_bV_{\rm el}(0)=-\sum D_{pr}\int\partial_a\partial_b(\varphi_p\varphi_r)\,u^{-1}d^3u\), from which the trace is removed. The program asserts that this route agrees in 5Z with finite differences of \(V\) and with quadrature of the integral in (d), and that the TZ energy and gradient agree with an independent FCI solver.

Adding \(q_{\rm nuc}=0.72886\) to the data, to within rounding of the last digit:

| basis | \(q_{\rm el}\) | \(q\) | \(f\) |
|---|---|---|---|
| TZ | −0.38258 | 0.34629 | 0.525 |
| QZ | −0.38715 | 0.34171 | 0.531 |
| 5Z | −0.38930 | 0.33956 | 0.534 |

The electrons cancel a little over half of the proton's gradient, \(f=0.38930/0.72886=0.534\). "Near cancellation" would mean \(f\) close to 1, so it is too strong at this bond length; the cancellation is partial. Its practical measure is the amplification of errors. Since \(q_{\rm nuc}\) is exact, \(\delta q=\delta q_{\rm el}\), and
\[
\Big|\frac{\delta q}{q}\Big|=\Big|\frac{q_{\rm el}}{q}\Big|\,\Big|\frac{\delta q_{\rm el}}{q_{\rm el}}\Big|=\frac{f}{|1-f|}\Big|\frac{\delta q_{\rm el}}{q_{\rm el}}\Big| .
\]
Here the factor is \(0.5341/0.4659=1.146\): an error of 1 % of \(q_{\rm el}\) is 1.15 % of \(q\), almost no amplification.

The values of \(q\) are still falling, by 0.0046 from TZ to QZ and 0.0022 from QZ to 5Z. The variational principle bounds the energy and not \(q\), so the remaining error can only be estimated. If the steps keep halving, it is about as large as the last step, 0.6 % of \(q\). An uncontracted basis with added tight s, p and d functions gives \(q=0.3389\) and \(f=0.535\), lower than 5Z by 0.0007 in \(q\), so the last two digits in the table belong to the basis and not to the molecule.

The promolecule supplies \(-0.2245\) of \(q_{\rm el}\), and the deformation density \(\rho-\rho_{\rm D}-\rho_{\rm H}\) supplies the other \(-0.1648\), because the integral in (d) is linear in \(\rho\). Resolved into shells around D, the deformation part is \(-0.0839\) for \(r<R/2\), \(-0.0755\) for \(R/2<r<R\) and \(-0.0054\) for \(r>R\). About 97 % of the net value arises within one bond length of D, and about half within \(R/2\). With tight functions added to the basis the inner shell moves to \(-0.0847\) and both shares hold. This shows that, close to D and summed over both sides of it, the deformation density favours the axial cone over the equatorial belt. Since the kernel is even in \(\cos\theta\), the shells do not say on which side of D the change lies. Split by hemisphere in that basis, the deformation part is about \(-0.30\) on the side of the proton and \(+0.14\) on the far side, so the cone is favoured only towards the proton. This is consistent with charge gathered between the nuclei, though the numbers do not separate a gain in the cone from a loss in the belt.

### (g) Nuclear motion and the coupling constant

With the bond along \(\mathbf n\), the laboratory gradient is \(\tilde V_{ab}=\frac12q(R)(3n_an_b-\delta_{ab})\), and the nuclear wavefunction is \(R^{-1}u_{vJ}(R)Y_{JM}(\mathbf n)\). The quadrupole energy is minute beside rotational and vibrational spacings, so first-order perturbation theory within one \((v,J)\) level applies, and every matrix element factorises into \(\langle q\rangle=\int u^2q\,dR\) times an angular number. For \(J=0\), isotropy gives \(\langle n_an_b\rangle=\frac13\delta_{ab}\) and the gradient averages to zero, so \(J=1\) is the lowest level with a first-order effect. The coupling constant of the level is \(eQ\langle q\rangle/h\). The radial equation is
\[
-\frac{u''}{2\mu}+\Big[E(R)+\frac1R+\frac{J(J+1)}{2\mu R^2}\Big]u=\varepsilon u,\qquad \mu=\frac{m_pm_d}{m_p+m_d}=1223.90,
\]
and \(\mu\) is the only quantity in this equation that distinguishes HD from H\(_2\). It was solved on the TZ curve, whose minimum is at 1.4034 bohr, by two discretisations, a sinc grid and finite differences, which the program asserts give the same \(\langle q\rangle\).

In the Taylor series \(\langle q\rangle=q+q'\langle x\rangle+\frac12q''\langle x^2\rangle+\dots\) the linear term is \(-1.1884\times0.04596=-0.0546\), since the mean bond is longer than 1.4 bohr and \(q\) falls with \(R\). The quadratic term is \(\frac12\times4.142\times0.02641=+0.0547\), since \(q(R)\) curves upwards at 1.4 bohr. Each is 16 % of \(q\), and they cancel almost completely; the net shift, \(0.34068-0.34629=-0.0056\), comes from the higher terms, which total \(-0.0057\). A series cut at second order would miss the whole shift. The closeness of this cancellation is a numerical finding for this state, basis and expansion point, with no general reason derived here. The averaged fraction hardly moves: with \(\langle2/R^3\rangle=0.71039\) it is \(1-0.34068/0.71039=0.520\) in TZ.

Assuming that the TZ shift carries over to the larger basis, \(\langle q\rangle=0.33956-0.00561=0.3340\) a.u., or about \(3.2\times10^{21}\) V/m\(^2\), and \(C_Q/Q\approx78\) MHz per barn. Besides the basis estimate, 0.6 % of \(q\), this value carries the transfer of the shift, which is a small residue of larger terms: an error of only 0.002 bohr in \(\langle x\rangle\) on the TZ curve would change \(\langle q\rangle\) by \(1.1884\times0.002=0.0024\), or 0.7 % of \(\langle q\rangle\). On the QZ curve the linear and quadratic terms again nearly cancel, but \(\langle x\rangle=0.0444\) and the shift is about \(-0.0048\), which would raise \(\langle q\rangle\) by 0.0008 and \(C_Q/Q\) to about 79 MHz per barn; the last digit of 0.3340 is therefore not established. With \(kQ=234.96\times0.0029\) MHz \(=681.4\) kHz per a.u., the terms at 1.4 bohr are
\[
681.4\times0.72886=497\ \text{kHz},\quad 681.4\times(-0.38930)=-265\ \text{kHz},\quad 681.4\times0.33956=231\ \text{kHz},
\]
where the total is formed before rounding. The promolecule would give 344 kHz. The averaged value is \(681.4\times0.3340=228\) kHz. Rounding \(Q\) to two figures allows an error of up to 1.7 % of \(C_Q\), larger than the basis estimate: \(Q\) from 0.00285 to 0.00295 barn gives 224 to 232 kHz, so the second figure is not fixed and the result is
\[
C_Q(v=0,J=1)\approx+0.22\ \text{to}\ {+0.23}\ \text{MHz}.
\]
The hyperfine levels of the rotating molecule also contain spin–rotation and magnetic dipolar terms and the angular factors for coupling \(\mathbf I\) to \(\mathbf J\), none of which is included, so \(\frac34C_Q\) is not a line position of free HD.

## Variation 1: the stretched molecule

Question: at what bond lengths does the cancellation become nearly complete, and does \(f\) approach its limit from below as in the promolecule?

At large \(R\) the molecule is two neutral atoms, each spherical to leading order, so (e) applies. The interatomic dipole–dipole coupling falls as \(R^{-3}\) and has no first-order effect on either atom's density, because it excites both electrons at once; its second-order effect falls as \(R^{-6}\), faster than \(q_{\rm nuc}\). Hence \(f\to1\). FCI in TZ gives:

| \(R\)/bohr | \(2/R^3\) | \(q\) | \(f\) | \(f_{\rm pro}\) |
|---|---|---|---|---|
| 1.0 | 2.0000 | 1.4370 | 0.28 | 0.14 |
| 1.4 | 0.7289 | 0.3463 | 0.52 | 0.31 |
| 2.0 | 0.2500 | 0.0353 | 0.86 | 0.57 |
| 3.0 | 0.0741 | −0.0167 | 1.22 | 0.85 |
| 4.0 | 0.0313 | −0.0071 | 1.23 | 0.96 |
| 8.0 | 0.0039 | −0.00002 | 1.00 | 1.00 |

The program asserts the rise of \(f\) from 1.0 to 2.0 bohr and its closeness to 1 at 8 bohr. The entries are not converged in the basis: QZ gives \(q=1.400\), \(0.0329\), \(-0.0165\) and \(-0.0069\) at 1, 2, 3 and 4 bohr, shifts of 2.6 % at 1 bohr and 7 % at 2 bohr (where the amplification becomes 6.6 and \(C_Q\) 22 kHz), with the same pattern of signs. The approach is not monotonic: \(f\) overshoots, and by continuity \(q\) passes through zero somewhere between 2 and 3 bohr. The promolecule cannot do this, as \(f_{\rm pro}<1\), so the deformation part is responsible. At 3 bohr, \(q_{\rm pro}=(1-0.8488)\times0.07407=+0.0112\), and the deformation part is \(-(1.2249-0.8488)\times0.07407=-0.0279\). At 2 bohr the amplification is \(0.8588/0.1412=6.1\) and \(C_Q\) would be \(681.4\times0.0353=24\) kHz in TZ, a value that a basis error of only 1 % in \(q_{\rm el}\) would change by 6 %; the relative error of \(q\) diverges at the zero. Near cancellation thus holds around the sign change and again at large \(R\). The state \(v=0\) has a root mean square \(x\) of \(\sqrt{0.02641}=0.16\) bohr and barely reaches 2 bohr. The residue at 8 bohr is negative in TZ, QZ and their diffuse-augmented versions, so \(f\) is still above 1 there, but its size ranges from \(-1.6\times10^{-5}\) to \(-2.7\times10^{-5}\) and is not converged.

## Variation 2: a clamped bond in a strong magnetic field

Question: suppose the bond were held at angle \(\beta\) to a magnetic field along \(Z\), with Zeeman levels \(-h\nu_0m\) and \(\nu_0\gg C_Q\). Find the resonance frequencies to first order in \(C_Q\).

Only diagonal elements in \(|m\rangle\), quantised along \(Z\), are needed. For \(a\ne b\) the operator \(I_aI_b+I_bI_a\) changes \(m\) by 1 or 2 and has none. Since \(\langle I_X^2\rangle=\langle I_Y^2\rangle=\frac12(2-m^2)\), part (b) gives \(\langle Q_{ZZ}\rangle=eQ(3m^2-2)\) and \(\langle Q_{XX}\rangle=\langle Q_{YY}\rangle=-\frac12\langle Q_{ZZ}\rangle\). With \(\tilde V_{XX}+\tilde V_{YY}=-\tilde V_{ZZ}\) the sum over components is \(\frac32\tilde V_{ZZ}\langle Q_{ZZ}\rangle\), and \(\tilde V_{ZZ}=\frac12q(3n_Z^2-1)=qP_2(\cos\beta)\). Dividing by 6,
\[
E_m/h=-\nu_0m+\tfrac14C_Q\,P_2(\cos\beta)\,(3m^2-2).
\]
The two transitions are \((E_0-E_1)/h=\nu_0-\frac34C_QP_2\) and \((E_{-1}-E_0)/h=\nu_0+\frac34C_QP_2\), a doublet of separation \(\frac32C_Q|P_2(\cos\beta)|\). Taking the \(J=1\) average of (g) as an estimate, although a clamped bond has no centrifugal stretching, \(\frac34C_Q\approx171\) kHz, so the separation is about 0.34 MHz at \(\beta=0\) and 0.17 MHz at \(\beta=90^\circ\), where \(P_2=-\frac12\) and the two lines have changed places. It vanishes at \(\cos^2\beta=\frac13\), and also under fast isotropic reorientation, where \(\langle\cos^2\beta\rangle=\frac13\); this is the same average that removes the coupling for \(J=0\). The neglected off-diagonal elements shift the lines by amounts of order \(C_Q^2/\nu_0\), and the formula fails when \(\nu_0\) is comparable with \(C_Q\), except at \(\beta=0\), where these elements vanish and it is exact. At zero field the levels return to those of (b), quantised along the bond. Only the Zeeman and quadrupole terms are kept throughout; the magnetic dipolar coupling of the deuteron to the proton is not removed by clamping the bond and would in general split each line of the doublet further.

## Computed values

```
Hartree energy / h = 6.5796839e+15 Hz
Bohr radius = 5.2917721e-11 m
barn / a0^2 = 3.5710648e-08
atomic unit of gradient = 9.7173624e+21 V/m^2
conversion factor = 234.9648 MHz per (a.u. barn)
I=1 levels in units of h C_Q: -0.5000 0.2500 0.2500
R = 1.4 bohr; proton term 2/R^3 = 0.72886 a.u.
1s charge within R = 0.53055; (4 pi/3) R^3 rho(R) = 0.22248
promolecule: q_el = -0.22454, q = 0.50433 a.u., f = 0.3081
FCI/cc-pvtz: E = -1.172335 Eh, q_el = -0.38258, q = 0.34629 a.u., f = 0.5249
FCI/cc-pvqz: E = -1.173796 Eh, q_el = -0.38715, q = 0.34171 a.u., f = 0.5312
FCI/cc-pv5z: E = -1.174223 Eh, q_el = -0.38930, q = 0.33956 a.u., f = 0.5341
5Z: rho(D) = 0.44549 bohr^-3, (4 pi/3) rho(D) = 1.86605 a.u.
5Z finite differences: raw V_zz = 2.20561, V_xx = 1.69627, q = 0.33956 a.u.
5Z quadrature: q_el = -0.38930, deformation part = -0.16477 a.u.
  shell r < R/2: q_el = -0.12595, deformation = -0.08387 a.u.
  shell R/2 < r < R: q_el = -0.17878, deformation = -0.07548 a.u.
  shell r > R: q_el = -0.08457, deformation = -0.00542 a.u.
1 % error in q_el changes q by 1.146 %
TZ R = 1.0: 2/R^3 = 2.00000, q = 1.437013 a.u., f = 0.2815, promolecule f = 0.1429
TZ R = 1.4: 2/R^3 = 0.72886, q = 0.346286 a.u., f = 0.5249, promolecule f = 0.3081
TZ R = 2.0: 2/R^3 = 0.25000, q = 0.035292 a.u., f = 0.8588, promolecule f = 0.5665
TZ R = 3.0: 2/R^3 = 0.07407, q = -0.016656 a.u., f = 1.2249, promolecule f = 0.8488
TZ R = 4.0: 2/R^3 = 0.03125, q = -0.007069 a.u., f = 1.2262, promolecule f = 0.9576
TZ R = 8.0: 2/R^3 = 0.00391, q = -0.000017 a.u., f = 1.0043, promolecule f = 0.9999
HD reduced mass = 1223.90 m_e; TZ equilibrium R = 1.4034 bohr
v=0 J=1: <x> = 0.04596 bohr, <x^2> = 0.02641 bohr^2 (x = R - 1.4)
TZ: q' = -1.1886 a.u./bohr, q'' = 4.142 a.u./bohr^2
linear term = -0.05464, quadratic term = 0.05471, higher = -0.00568 a.u.
TZ: <2/R^3> = 0.71039, <q> = 0.34068, shift = -0.00561 a.u.
input Q(D) = 0.0029 barn (rough recalled size, two figures)
factor x Q(D) = 681.4 kHz per a.u.
5Z, R = 1.4: proton 497 kHz, electrons -265 kHz, C_Q = 231 kHz
promolecule C_Q = 344 kHz
QZ - 5Z difference = 0.00215 a.u. = 1.5 kHz
5Z + TZ shift: <q> = 0.3340 a.u. = 3.245e+21 V/m^2
C_Q/Q = 78.47 MHz per barn
averaged C_Q = 228 kHz; fixed-axis splitting 3C_Q/4 = 171 kHz
```
